# Drift resistance and breakdown voltage for a seventh-power avalanche law, part 2

A vertical power transistor has a uniformly doped n-type drift layer, $0<x<W$, between a heavily doped p region at $x<0$ and a heavily doped n substrate at $x>W$. It must block a high voltage when off and conduct, by electrons alone, with little resistance when on. The question is how steeply the resistance rises with the voltage to be blocked.

The symbols are the elementary charge $q>0$, the donor density $N$ (fully ionized), the permittivity $\varepsilon$, the constant electron mobility $\mu$, the field magnitude $E$ and the total junction potential at breakdown $V$, built-in potential included. $R$ is resistance times area, in $\Omega\,\mathrm{cm^2}$. The avalanche coefficient $\alpha$ is the mean number of electron-hole pairs one carrier creates per unit length.

In the matched (non-punch-through) design the depletion region just reaches the substrate at breakdown, so the field profile is a triangle with peak $E_m$:

$$
E(x)=\frac{qN}{\varepsilon}(W-x)=E_m\left(1-\frac{x}{W}\right),
\qquad E_m=\frac{qNW}{\varepsilon}.
$$

$$
V=\int_0^W E\,dx=\frac{E_mW}{2}.
$$

Breakdown is the condition

$$
\int_0^W\alpha\,dx=1.
$$

The on-state resistance is

$$
R=\frac{W}{q\mu N},
$$

which equals $4V^2/(\varepsilon\mu E_m^3)$ for the matched design. For $\alpha=AE^7$,

$$
E_m=\left(\frac{4}{AV}\right)^{1/6},
$$

with $W\propto V^{7/6}$ and $N\propto V^{-4/3}$, and the five-halves law follows:

$$
R=\frac{2A^{1/2}}{\varepsilon\mu}V^{5/2}.
$$

If electrons and holes have different prefactors $A_n$ and $A_p$, then $A$ is their logarithmic mean, $(A_n-A_p)/\ln(A_n/A_p)$.

The example, with rough parameters for 4H silicon carbide, has $V=1200$ V, $A=4.0\times10^{-42}\ \mathrm{cm^6/V^7}$, relative permittivity 9.7 ($\varepsilon=8.589\times10^{-13}\ \mathrm{F/cm}$) and $\mu=800\ \mathrm{cm^2/Vs}$. The matched design then has $E_m=3.07$ MV/cm, $W=7.82\ \mathrm{\mu m}$, $N=2.10\times10^{16}\ \mathrm{cm^{-3}}$ and $R=0.290\ \mathrm{m\Omega\,cm^2}$.

**How the power depends on the avalanche law.** The number seven is a convenient fit over a limited range of fields, so it matters how strongly the result leans on it. Let $\alpha=A_mE^m$ with $m>1$. The ionization integral is now $A_mE_m^mW/(m+1)=1$, and $W=2V/E_m$ turns it into

$$
2A_mVE_m^{m-1}=m+1,
\qquad E_m\propto V^{-1/(m-1)}.
$$

Insertion into $R\propto V^2/E_m^3$ gives

$$
R\propto V^{\,2+3/(m-1)}.
$$

For $m=7$ this is the five-halves law. As $m$ grows, avalanche sets in ever more sharply at one field, the critical field becomes a constant, and the power tends to two. Designs found by quadrature and root search, over dopings from $4\times10^{15}$ to $10^{17}\ \mathrm{cm^{-3}}$, gave fitted powers of 2.750, 2.500 and 2.375 for $m=5$, 7 and 9, as the formula requires.

An avalanche coefficient that is not a power of the field has a local power instead. In the triangular profile $dx=-(W/E_m)\,dE$, so the breakdown condition can be written as an integral over field:

$$
\frac{W}{E_m}\,I(E_m)=1,\qquad I(E_m)=\int_0^{E_m}\alpha(E)\,dE .
$$

Hence $W=E_m/I$. The potential and the resistance become

$$
V=\frac{E_mW}{2}=\frac{E_m^2}{2I},\qquad
R=\frac{W}{q\mu N}=\frac{W^2}{\varepsilon\mu E_m}=\frac{E_m}{\varepsilon\mu I^2},
$$

where the second step for $R$ used $qN=\varepsilon E_m/W$. Define

$$
p=\frac{d\ln I}{d\ln E_m}=\frac{E_m\,\alpha(E_m)}{I(E_m)} .
$$

Taking logarithmic derivatives gives $d\ln V/d\ln E_m=2-p$ and $d\ln R/d\ln E_m=1-2p$. Their quotient is

$$
\frac{d\ln R}{d\ln V}=\frac{2p-1}{p-2}.
$$

For $\alpha\propto E^7$ the integral $I$ is proportional to $E_m^8$, so $p=8$ and the quotient is $15/6=5/2$. The formula is meant for $p>2$, where a higher breakdown voltage goes with a lower peak field.

A common alternative is the exponential law $\alpha=a\,e^{-b/E}$. Its logarithmic slope is $d\ln\alpha/d\ln E=b/E$. To compare the two laws fairly, give them the same value and slope at the peak field of the example. This requires $b=7E_m=21.5$ MV/cm and $a=AE_m^7e^7=1.12\times10^7\ \mathrm{cm^{-1}}$. As a function of $\ln E$, the power law is a straight line in $\ln\alpha$. The exponential law has the second derivative $-b/E$ and bends downwards, so it lies below that line everywhere except at the point of contact. The same field profile therefore produces less ionization, and a slightly higher peak field is allowed.

At 1200 V the exponential law gives $N=2.16\times10^{16}\ \mathrm{cm^{-3}}$, $W=7.71\ \mathrm{\mu m}$ and $R=0.278\ \mathrm{m\Omega\,cm^2}$, about 4% below the power-law resistance. The computed $p$ is 8.71 and the local power is 2.45, and a finite difference between neighbouring designs was tested against the formula in $p$. The five-halves power is thus a good local description for an exponential law matched in this way, but not a universal one. An avalanche coefficient that rises more steeply with field has a larger $p$ and a lower power. To see the trend, substitute $E=b/t$ in $I$ and integrate by parts, with $u=b/E_m$:

$$
I=ab\int_u^\infty\frac{e^{-t}}{t^2}\,dt
\simeq\frac{ab\,e^{-u}}{u^2}\left(1-\frac{2}{u}\right),
\qquad p\simeq u+2\quad(u\gg1).
$$

A higher voltage means a lower $E_m$, a larger $u$ and a larger $p$. In this regime the local power drifts slowly down towards two.

**A thinner layer does better.** The matched triangular design is not the least resistive uniform layer. Its last quarter, next to the substrate, holds $1/16$ of the voltage, since the small triangle there has a quarter of the height and a quarter of the base. Yet that quarter supplies a quarter of the resistance. This suggests a layer that ends before the field has fallen to zero, called a punch-through layer.

Let the field fall by the fraction $s$ across the layer:

$$
E(x)=E_m\left(1-\frac{sx}{W}\right),\qquad 0<s\le1,
\qquad sE_m=\frac{qNW}{\varepsilon}.
$$

The case $s=1$ is the triangle. The remaining field $(1-s)E_m$ ends on charge in a thin sheet of the heavily doped substrate, whose voltage is neglected. The potential is the area of a trapezium, $V=E_mW(1-s/2)$. The ionization integral, with the substitution $u=1-sx/W$, is

$$
AE_m^7\,\frac{W}{s}\int_{1-s}^1u^7du=AE_m^7W\,g(s)=1,
\qquad g(s)=\frac{1-(1-s)^8}{8s}.
$$

Replacing $W$ by $V/[E_m(1-s/2)]$ gives the peak field

$$
E_m^6=\frac{1-s/2}{A\,g(s)\,V}.
$$

For the resistance, insert $qN=\varepsilon sE_m/W$ and then the same expression for $W$:

$$
R=\frac{W^2}{\varepsilon\mu sE_m}
=\frac{V^2}{\varepsilon\mu\,s(1-s/2)^2E_m^3}
=\frac{A^{1/2}V^{5/2}}{\varepsilon\mu}\,
\frac{g(s)^{1/2}}{s\,(1-s/2)^{5/2}} .
$$

At $s=1$, $g=1/8$ and the last fraction is $8^{-1/2}\times2^{5/2}=2$, which restores the earlier result. The voltage enters as $V^{5/2}$ for every $s$, so the best $s$ does not depend on the rating, and punch-through changes the prefactor alone.

Near the minimum $(1-s)^8$ is of order $10^{-5}$ and can be dropped. Then $g\simeq1/(8s)$ and $R\propto s^{-3/2}(1-s/2)^{-5/2}$ at fixed $V$. Setting the derivative of $\ln R$ to zero,

$$
-\frac{3}{2s}+\frac{5}{4(1-s/2)}=0
\;\Rightarrow\;
5s=6-3s
\;\Rightarrow\;
s=\frac34 .
$$

The derivative is negative below this value and positive above it, so it is a minimum. Relative to the triangular design at the same voltage,

$$
\frac{R(3/4)}{R(1)}=\left(\frac43\right)^{3/2}\left(\frac{1/2}{5/8}\right)^{5/2}
=0.881 .
$$

A numerical minimization that kept the full ionization integral found $s=0.7499$, and a ratio of 0.8813 at both 1200 V and 2400 V. For the example the layer shrinks to $6.33\ \mathrm{\mu m}$, the doping falls to $1.93\times10^{16}\ \mathrm{cm^{-3}}$ and the resistance to $0.256\ \mathrm{m\Omega\,cm^2}$. The gain of 12% holds for uniform doping and for mobility and avalanche prefactor held fixed.

**What real layers add.** Mobility falls with doping because ionized donors scatter electrons. A rough description is $\mu=\mu_0/[1+(N/N_\mu)^{0.6}]$ with $\mu_0=950\ \mathrm{cm^2/Vs}$ and $N_\mu=2\times10^{17}\ \mathrm{cm^{-3}}$. At the doping of the example it gives $755\ \mathrm{cm^2/Vs}$ and $R=0.308\ \mathrm{m\Omega\,cm^2}$, 6% above the constant-mobility value. It also changes the power. A layer for a higher voltage has fewer donors and therefore a higher mobility, which offsets part of the rise in resistance. With $z=(N/N_\mu)^{0.6}$ and $N\propto V^{-4/3}$,

$$
\frac{d\ln R}{d\ln V}=\frac52-\frac{d\ln\mu}{d\ln V}
=\frac52-\frac43\,\frac{0.6\,z}{1+z}=2.34 .
$$

For this example, the assumption of constant mobility thus affects the power more than the choice between the two avalanche laws does. That comparison holds for laws matched in slope at the peak field; a measured law with a different slope can shift the power as much as the mobility does.

Donors in silicon carbide are deep enough for some to keep their electrons at room temperature. Take equal numbers of donors at depths $\Delta_i$ of 0.06 and 0.12 eV, twofold spin degeneracy, and an effective density of states $N_c=1.7\times10^{19}\ \mathrm{cm^{-3}}$ at 300 K, growing as $T^{3/2}$. Neutrality fixes the ionized fraction $f$ through

$$
f=\frac12\sum_{i=1}^{2}\frac{1}{1+2(fN/N_c)\,e^{\Delta_i/k_BT}} .
$$

The result is 0.90 at 300 K, which raises $R$ by 12% relative to full ionization. This counts the donor ground states only; including the valley-orbit excited states lowers the fraction to roughly 0.86 and raises the correction to roughly 16%. Since lighter doping is more fully ionized, this effect also lowers the local power, to about 2.38 on its own and about 2.2 together with the doping-dependent mobility. The blocking calculation keeps the full $N$, because in steady reverse bias the freed electrons are swept out of the depletion region and the donors there are left charged.

Temperature has a larger effect. If the mobility falls as $T^{-2.4}$, a rough exponent, then heating the layer from 300 to 448 K multiplies $R$ by 2.62. More donors are ionized at 448 K, a fraction of 0.98, and the net factor is $2.62\times0.896/0.982=2.39$. The layer itself is held fixed in this comparison. The temperature dependence of the avalanche coefficient is left out, as is its dependence on crystal direction.

The direction of current matters for the mobility as well. If the assumed $800\ \mathrm{cm^2/Vs}$ referred to motion across the crystal axis, and the mobility along the axis were 1.2 times higher, a vertical current along the axis would see $R$ reduced by a factor 0.83. The permittivity depends on direction too: 9.7 is the value across the axis, and a value of about 10.0 to 10.3 along it would lower $R\propto1/\varepsilon$ by 3 to 6%.

The field also crowds at the edge of a chip, where the one-dimensional picture fails. If the edge breaks down at 85% of the planar value, a 1200 V device needs a planar design for 1412 V. The resistance rises by a factor $0.85^{-5/2}=1.50$. With the assumed 85%, this is the largest of the room-temperature corrections to the drift layer estimated so far; the uncertainty of the avalanche coefficient, taken up next, can be as large.

The prefactor $A$ is uncertain too. Since $R\propto A^{1/2}$ at fixed $V$, a doubled $A$ costs a factor 1.41 if the layer is redesigned. If the doping is kept instead, $E_m^2=2qNV/\varepsilon$ and $V=4/(AE_m^6)$ combine to $V^4\propto1/A$. A layer designed for 1200 V, and thick enough for its depletion region, would then break down at 1009 V.

Three other effects are small for these numbers. A built-in potential of 3 V, added to an applied 1200 V, changes the $R$ of the matched design by 0.6%. In the on state it also keeps a part of the layer depleted beside the p region. At fixed doping the depleted width varies as the square root of the potential, so this part is about $\sqrt{3/1200}=5\%$ of $W$. At an on-state current density of $500\ \mathrm{A/cm^2}$ the layer drops $500\times0.2904\times10^{-3}=0.145$ V. The drift velocity is then $\mu\times0.145\ \mathrm V/W=1.5\times10^5$ cm/s, less than 1% of a rough saturation velocity of $2\times10^7$ cm/s, so low-field mobility is appropriate. The third effect is tunnelling across the gap, $E_g\approx3.3$ eV, at the peak field. For a triangular barrier and a tunnelling mass $m_t$ of 0.2 electron masses, the semiclassical exponent is

$$
\frac{2}{\hbar}\int_0^{E_g/qE_m}\!\sqrt{2m_t(E_g-qE_mx)}\,dx
=\frac{4\sqrt{2m_t}\,E_g^{3/2}}{3\hbar qE_m}\approx60 .
$$

The transmission factor is of order $10^{-26}$ for this barrier. The figure depends strongly on the model: a two-band dispersion, in which the decay constant vanishes at both band edges, multiplies the exponent by $3\pi/16$ and gives about 35, a factor near $10^{-15}$, which is still small. This estimate concerns a perfect crystal and does not cover leakage through defects.

The substrate is not part of the drift layer, but the current passes through it. A thickness of $100\ \mathrm{\mu m}$ at $0.02\ \Omega\,\mathrm{cm}$ adds $0.20\ \mathrm{m\Omega\,cm^2}$, or 69% of the ideal drift resistance. Measured against the whole device, the five-halves law is therefore diluted at this rating and becomes more visible at higher ones, where the drift layer takes a larger share.

Beside real devices the example is optimistic. Drift layers for 1200 V in silicon carbide are, as a rough guide, about $10\ \mathrm{\mu m}$ thick with about $10^{16}$ donors per cubic centimetre, so they are thicker and more lightly doped than the ideal layer. A margin for the edge moves the design in that direction, since $W\propto V^{7/6}$ and $N\propto V^{-4/3}$. It accounts for only part of the difference: the planar design for 1412 V has $W=9.5\ \mathrm{\mu m}$ and $N=1.7\times10^{16}\ \mathrm{cm^{-3}}$. A layer of $10\ \mathrm{\mu m}$ with $10^{16}$ donors per cubic centimetre is also of the punch-through kind in this model, not a matched triangle. The peak field of 3.07 MV/cm is itself uncertain, because it follows from the rough prefactor $A$. At fixed $V$ the resistance varies as $E_m^{-3}$, so a peak field lower by 10% would raise it by 37%. Published fits of avalanche along the crystal axis point in this direction, to peak fields of roughly 2.6 to 2.85 MV/cm at this voltage, which would raise $R$ by a factor of about 1.3 to 1.6. The figure of $0.29\ \mathrm{m\Omega\,cm^2}$ is best read as the room-temperature drift resistance of this matched model layer, to which a designer must add edge margin, heating, substrate, channel, and the constriction and spreading of current between and below the p regions. The numerical output below lists the inputs and results behind these estimates.

## Table of computed values

```
Input A: 4.0e-42 cm^6/V^7; eps_rel: 9.7
Input mobility: 800 cm2/Vs; permittivity: 8.5886e-13 F/cm
V (V) | Em (MV/cm) | W (um) | N (cm^-3) | R (mOhm cm2)
600 | 3.443 | 3.49 | 5.296e+16 | 0.0513
1200 | 3.068 | 7.82 | 2.102e+16 | 0.2904
2400 | 2.733 | 17.56 | 8.341e+15 | 1.6428
Numerical breakdown at the 1200 V doping: 1200.0000 V
Numerical resistance there: 0.2904 mOhm cm2
Fitted powers of V: W 1.1667, N -1.3333
Fitted power of R for alpha ~ E^5: 2.7500
Fitted power of R for alpha ~ E^7: 2.5000
Fitted power of R for alpha ~ E^9: 2.3750
Factors on doubling V (Em, W, N, R): 0.891, 2.245, 0.397, 5.657
Two-carrier test, hole/electron prefactor: 10
  A_n 1.023e-42, A_p 1.023e-41 cm^6/V^7
  breakdown width: 7.8236 um
Best punch-through field drop s: 0.7499
  R ratio at 1200 V, 2400 V: 0.8813, 0.8813
  R 0.2559 mOhm cm2, W 6.33 um, N 1.928e+16 cm^-3
Exponential law: a 1.121e+07 /cm, b 21.47 MV/cm
  N 2.163e+16 cm^-3, W 7.71 um
  R 0.2782 mOhm cm2, ratio 0.9581
  p 8.709, local power of R 2.4472
Mobility model: 950 cm2/Vs, 2.0e+17 cm^-3, 0.6
  mobility at N: 754.7 cm2/Vs
  R 0.3078 mOhm cm2, local power 2.3355
Donor levels: 0.06, 0.12 eV; Nc(300 K) 1.7e+19 cm^-3
  ionized fraction at 300 K, 448 K: 0.8956, 0.9824
  R factor from ionization at 300 K: 1.1166
Hot mobility: falls as T^-2.4, R factor 2.618
  hot/cold R factor with ionization: 2.387
Mobility 1.2 times higher on axis: R factor 0.833
Edge efficiency 0.85: planar V 1412 V, R factor 1.501
Doubled A, same V: R factor 1.414
Doubled A, same N: breakdown 1009.1 V
Built-in 3.0 V: R change 0.63 %
On state at 500 A/cm2: drop 0.1452 V
  drift velocity 1.48e+05 cm/s, fraction of 2e+07 cm/s: 0.0074
Tunnelling: gap 3.26 eV, mass 0.2 m_e
  exponent 58.6, factor 3.5e-26
Substrate: 100 um, 0.02 Ohm cm
  R 0.200 mOhm cm2, ratio to drift R 0.689
```
